# Surface tension lowering by a Langmuir layer from the Gibbs equation: test program

```python
# Result under test: for Langmuir adsorption in equilibrium with an ideal gas,
#   gamma0 - gamma = N kT ln(1 + K p) = -N kT ln(1 - theta),
# gamma0, gamma: surface tension of clean and covered surface; N: sites per area;
# theta: filled fraction of sites; K: Langmuir constant; p: pressure; x = K p.
# For N = 10 per nm^2, T = 500 K, theta = 0.9 the lowering is 0.159 J/m^2.
# SI units are used internally.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

temperature = 500.0
site_density = 10.0e18
coverage = 0.9
pressure = 0.1 * sc.torr
mass_u = 18.015                      # water molecule
mass = mass_u * sc.atomic_mass
kT = sc.k * temperature
scale = site_density * kT


def lowering(theta):
    return -scale * np.log(1.0 - theta)


drop = lowering(coverage)
x_final = coverage / (1.0 - coverage)
langmuir_K = x_final / pressure

# Explicit enumeration of every filling pattern of a small lattice
n_sites = 10
filled = np.array([bin(s).count("1") for s in range(2**n_sites)])


def enumerated_coverage(ln_x):
    weights = np.exp(filled * ln_x)
    return np.sum(filled * weights) / (n_sites * np.sum(weights))


def enumerated_log_xi(ln_x):
    return logsumexp(filled * ln_x) / n_sites


# Gibbs integral over ln p, using the enumerated coverage
gibbs_integral = scale * quad(enumerated_coverage, -40.0, np.log(x_final),
                              points=[-5.0], limit=200)[0]
assert abs(gibbs_integral / drop - 1.0) < 1e-7
assert abs(scale * np.log(1.0 + langmuir_K * pressure) / gibbs_integral - 1) < 1e-7
coverage_integral = quad(lambda t: scale / (1.0 - t), 0.0, coverage)[0]
assert abs(coverage_integral / gibbs_integral - 1.0) < 1e-7
assert abs(drop - 0.159) < 5e-4

# Grand potential: its value and its slope with chemical potential
assert abs(scale * enumerated_log_xi(np.log(x_final)) / drop - 1.0) < 1e-10
for x in (0.5, 9.0):
    step = 1e-4
    slope = (enumerated_log_xi(np.log(x) + step)
             - enumerated_log_xi(np.log(x) - step)) / (2 * step)
    assert abs(slope - x / (1.0 + x)) < 1e-7

# Thermal wavelength from the levels of a particle in a box
wavelength = sc.h / np.sqrt(2 * np.pi * mass * kT)
box = 200.0 * wavelength
levels = np.arange(1, 5001)
box_sum = np.sum(np.exp(-sc.h**2 * levels**2 / (8 * mass * box**2 * kT)))
assert abs(box_sum - (box / wavelength - 0.5)) < 1e-6

# Ideal-gas chemical potential from adding one molecule at fixed volume
mu_gas = kT * np.log(pressure * wavelength**3 / kT)
number = 1.0e6
volume = number * kT / pressure


def free_energy_over_kT(n):
    return -n * np.log(volume / wavelength**3) + gammaln(n + 1.0)


mu_difference = free_energy_over_kT(number + 1) - free_energy_over_kT(number)
assert abs(mu_difference - mu_gas / kT) < 1e-5
binding = kT * np.log(x_final) - mu_gas

# Mean-field neighbour energy u: formula against a sum over a large lattice
# in which every pair interacts equally (finite-size error is of order 1/size)
size = 20000
occupied = np.arange(size + 1)
log_choices = (gammaln(size + 1) - gammaln(occupied + 1)
               - gammaln(size - occupied + 1))
interacting = {}
for u_eV in (0.1, -0.1):
    u = u_eV * sc.e
    interacting[u_eV] = drop + site_density * u * coverage**2 / 2
    ln_x = np.log(x_final) + u * coverage / kT
    log_w = log_choices + occupied * ln_x - u * occupied**2 / (2 * size * kT)
    log_xi = logsumexp(log_w)
    mean_coverage = np.sum(occupied * np.exp(log_w - log_xi)) / size
    assert abs(mean_coverage - coverage) < 1e-3
    assert abs(scale * log_xi / size / interacting[u_eV] - 1.0) < 1e-3

# Two equally common site types with binding shifted up and down
shift_eV = 0.05
factor = np.exp(shift_eV * sc.e / kT)


def mixed_coverage(ln_x):
    a, b = np.exp(ln_x) * factor, np.exp(ln_x) / factor
    return 0.5 * (a / (1 + a) + b / (1 + b))


ln_x_mixed = brentq(lambda y: mixed_coverage(y) - coverage, -10.0, 15.0)
x_mixed = np.exp(ln_x_mixed)
mixed_drop = 0.5 * scale * (np.log(1 + x_mixed * factor)
                            + np.log(1 + x_mixed / factor))
mixed_integral = scale * quad(mixed_coverage, -40.0, ln_x_mixed,
                              points=[-5.0], limit=200)[0]
assert abs(mixed_integral / mixed_drop - 1.0) < 1e-7

# Splitting into two equal fragments: half a molecule per filled site
split_integral = scale * quad(
    lambda y: 0.5 * np.exp(y / 2) / (1 + np.exp(y / 2)),
    -80.0, 2 * np.log(x_final), points=[-10.0], limit=200)[0]
assert abs(split_integral / drop - 1.0) < 1e-7

# Gas excluded from a thin layer next to the surface
layer = 0.3e-9
gas_correction = pressure * layer
gas_integral = quad(lambda y: pressure * np.exp(y) / kT * layer * kT,
                    -40.0, 0.0)[0]
assert abs(gas_integral / gas_correction - 1.0) < 1e-7

# Impingement rate from the Maxwell velocity distribution
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
speed_unit = np.sqrt(kT / mass)
flux_integral = pressure / kT * speed_unit * quad(
    lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi), 0.0, 12.0)[0]
assert abs(flux_integral / flux - 1.0) < 1e-8

# Filling and emptying times for unit sticking on empty sites
fill_rate = flux / site_density
desorption_rate = fill_rate / x_final
relaxation_time = 1.0 / (fill_rate + desorption_rate)
purge_time = 1.0 / desorption_rate
run = solve_ivp(lambda t, y: fill_rate * (1 - y) - desorption_rate * y,
                (0.0, 20 * relaxation_time), [0.0], rtol=1e-9, atol=1e-11,
                t_eval=[relaxation_time, 20 * relaxation_time])
assert run.success
assert abs(run.y[0, 1] - coverage) < 1e-6
assert abs(run.y[0, 0] / coverage - (1 - np.exp(-1))) < 1e-6

print(f"temperature: {temperature:.0f} K")
print(f"site density: {site_density * 1e-18:.0f} nm^-2")
print(f"coverage: {coverage:.2f}")
print(f"pressure: {pressure / sc.torr:.2f} Torr")
print(f"molecular mass: {mass_u:.3f} u")
print(f"thermal energy kT: {kT / sc.e:.5f} eV")
print(f"K p at this coverage: {x_final:.3f} (no unit)")
print(f"Langmuir constant K: {langmuir_K * sc.torr:.2f} Torr^-1")
print(f"thermal wavelength: {wavelength * 1e9:.5f} nm")
print(f"gas chemical potential, translation only: {mu_gas / sc.e:.4f} eV")
print(f"effective binding energy: {binding / sc.e:.4f} eV")
print(f"N kT: {scale:.5f} J/m^2")
print(f"ln(1 + K p): {np.log(1 + x_final):.5f} (no unit)")
print(f"surface tension lowering, formula: {drop:.5f} J/m^2")
print(f"same, Gibbs integral with enumeration: {gibbs_integral:.5f} J/m^2")
print(f"same lowering, converted: {drop / sc.e * 1e-18:.4f} eV/nm^2")
print(f"dilute estimate N kT theta: {scale * coverage:.5f} J/m^2")
for theta in (0.5, 0.89, 0.91, 0.99):
    print(f"lowering at coverage {theta:.2f}: {lowering(theta):.5f} J/m^2")
for u_eV, value in interacting.items():
    print(f"lowering with neighbour energy {u_eV:+.1f} eV: {value:.5f} J/m^2")
    print(f"  relative change: {100 * (value / drop - 1):+.1f} percent")
print(f"site energy shift, up and down: {shift_eV:.2f} eV")
print(f"lowering with two site types: {mixed_drop:.5f} J/m^2")
print(f"  relative change: {100 * (mixed_drop / drop - 1):+.1f} percent")
print(f"lowering with splitting in two: {split_integral:.5f} J/m^2")
print(f"excluded gas layer thickness: {layer * 1e9:.1f} nm")
print(f"rise of tension from excluded gas: {gas_correction:.2e} J/m^2")
print(f"impingement rate: {flux * 1e-18:.3e} nm^-2 s^-1")
print(f"filling rate per empty site, sticking 1: {fill_rate:.3e} s^-1")
print(f"relaxation time, sticking 1: {relaxation_time * 1e3:.4f} ms")
print(f"purge emptying time, sticking 1: {purge_time * 1e3:.4f} ms")
print(f"purge emptying time, sticking 0.01: {purge_time / 0.01 * 1e3:.2f} ms")
print("all assertions hold")
```

It prints:

```
temperature: 500 K
site density: 10 nm^-2
coverage: 0.90
pressure: 0.10 Torr
molecular mass: 18.015 u
thermal energy kT: 0.04309 eV
K p at this coverage: 9.000 (no unit)
Langmuir constant K: 90.00 Torr^-1
thermal wavelength: 0.01839 nm
gas chemical potential, translation only: -1.0834 eV
effective binding energy: 1.1781 eV
N kT: 0.06903 J/m^2
ln(1 + K p): 2.30259 (no unit)
surface tension lowering, formula: 0.15895 J/m^2
same, Gibbs integral with enumeration: 0.15895 J/m^2
same lowering, converted: 0.9921 eV/nm^2
dilute estimate N kT theta: 0.06213 J/m^2
lowering at coverage 0.50: 0.04785 J/m^2
lowering at coverage 0.89: 0.15237 J/m^2
lowering at coverage 0.91: 0.16623 J/m^2
lowering at coverage 0.99: 0.31791 J/m^2
lowering with neighbour energy +0.1 eV: 0.22384 J/m^2
  relative change: +40.8 percent
lowering with neighbour energy -0.1 eV: 0.09406 J/m^2
  relative change: -40.8 percent
site energy shift, up and down: 0.05 eV
lowering with two site types: 0.19278 J/m^2
  relative change: +21.3 percent
lowering with splitting in two: 0.15895 J/m^2
excluded gas layer thickness: 0.3 nm
rise of tension from excluded gas: 4.00e-09 J/m^2
impingement rate: 3.701e+05 nm^-2 s^-1
filling rate per empty site, sticking 1: 3.701e+04 s^-1
relaxation time, sticking 1: 0.0243 ms
purge emptying time, sticking 1: 0.2432 ms
purge emptying time, sticking 0.01: 24.32 ms
all assertions hold
```
